# Hobson's theorem and spherical Gaussians generated from s functions

**Setting.** Let $u=r^2$ and $f^{(m)}=d^mf/du^m$, so that primes and bracketed orders denote derivatives with respect to $r^2$, not $r$. For a polynomial $P(\mathbf r)$ in $d$ dimensions, $P(\nabla)$ is the operator obtained by replacing each $x_i$ by $\partial/\partial x_i$; products of polynomials go over into products of operators because partial derivatives commute. $\Delta$ is the Laplacian. A solid harmonic is a homogeneous polynomial with $\Delta P=0$; in three dimensions $\mathcal Y_{lm}=r^lY_{lm}$, with real $Y_{lm}$ orthonormal on the unit sphere. Units are Rydberg atomic units: lengths in bohr, kinetic operator $-\Delta$, $e^2=2$ Ry bohr.

### (a) A homogeneous polynomial of the gradient

Let $P$ be homogeneous of degree $n$ and let $f$ have $n$ continuous derivatives near $u=r^2$. Express $P(\nabla)f(r^2)$ through the $f^{(m)}$ and Laplacians of $P$.

**Solution.** Differentiating at $\mathbf r$ is the same as differentiating with respect to a displacement $\mathbf t$ and setting $\mathbf t=0$. Since $|\mathbf r+\mathbf t|^2=u+w$,

$$P(\nabla)f(r^2)=P(\nabla_t)f(u+w)\big|_{\mathbf t=0},\qquad w=2\,\mathbf t\cdot\mathbf r+t^2 .$$

By the chain rule and induction, a derivative of order $n$ of $f(u+w(\mathbf t))$ is a sum of terms $f^{(m)}(u+w)$, $m\le n$, times polynomials in $\mathbf t$ and $\mathbf r$ that do not depend on $f$. At $\mathbf t=0$, where $w=0$, the function enters through $f^{(m)}(u)$ with $m\le n$ alone. It can therefore be replaced by its Taylor polynomial, which has the same derivatives at $u$, and no convergence of a series is needed:

$$f(u+w)\to\sum_{m=0}^n\frac{f^{(m)}(u)}{m!}\sum_{k=0}^m\binom mk(2\,\mathbf t\cdot\mathbf r)^{m-k}(t^2)^k .$$

The term $(m,k)$ is homogeneous of degree $m+k$ in $\mathbf t$. The operator $P(\nabla_t)$ lowers the degree by $n$, so it annihilates degrees below $n$, and degrees above $n$ leave a polynomial that vanishes at $\mathbf t=0$. Hence $m=n-k$, with $m-k=n-2k\ge0$:

$$P(\nabla)f=\sum_{k=0}^{\lfloor n/2\rfloor}\frac{f^{(n-k)}}{(n-k)!}\binom{n-k}{k}2^{\,n-2k}\,\big\langle P,(t^2)^k(\mathbf t\cdot\mathbf r)^{n-2k}\big\rangle ,$$

where $\langle P,Q\rangle=P(\nabla_t)Q$ is a number, independent of $\mathbf t$, for two polynomials of equal degree.

The pairing is symmetric. For monomials $t^a=\prod t_i^{a_i}$ and $t^b$ of the same total degree, $\partial^at^b$ vanishes if some $a_i>b_i$; if no $a_i$ exceeds $b_i$, equal totals force $a=b$, and the value is $\prod a_i!$. This is symmetric in $a$ and $b$, and bilinearity extends the symmetry to polynomials. Exchanging the two arguments turns $(t^2)^k$ into $\Delta^k$ and $\mathbf t\cdot\mathbf r$ into $\mathbf r\cdot\nabla_t$:

$$\big\langle P,(t^2)^k(\mathbf t\cdot\mathbf r)^{n-2k}\big\rangle=(\mathbf r\cdot\nabla_t)^{n-2k}\,\Delta^kP(\mathbf t).$$

The polynomial $H=\Delta^kP$ is homogeneous of degree $j=n-2k$. The quantity $(\mathbf r\cdot\nabla_t)^jH$ is constant in $\mathbf t$ and equals the $j$-th derivative of $H(\lambda\mathbf r)=\lambda^jH(\mathbf r)$ with respect to $\lambda$, which is $j!\,H(\mathbf r)$. The numerical factor is

$$\frac1{(n-k)!}\cdot\frac{(n-k)!}{k!\,(n-2k)!}\cdot(n-2k)!=\frac1{k!},$$

and the result, valid in any dimension, is

$$P(\nabla)f(r^2)=\sum_{k=0}^{\lfloor n/2\rfloor}\frac{2^{\,n-2k}}{k!}\,f^{(n-k)}(r^2)\,\Delta^kP(\mathbf r).\tag1$$

For $P=x^2$ it reads $4x^2f''+2f'$, which is $\partial_x(2xf')$. For $P=r^2$ in three dimensions, $\Delta P=6$ and (1) gives $\Delta f=4uf''+6f'$. If $f$ is singular at $u=0$, the assumption on $f$ fails at the origin and (1) holds for $r\ne0$.

### (b) Harmonic polynomials

What does (1) become for a solid harmonic of degree $l$? Can that form hold for every $f$ if $P$ is not harmonic? Apply it to $1/r$.

**Solution.** With $\Delta P=0$ every term with $k\ge1$ vanishes, and (1) reduces to the harmonic form of Hobson's theorem:

$$\mathcal Y_{lm}(\nabla)f(r^2)=2^l\,\mathcal Y_{lm}(\mathbf r)\,f^{(l)}(r^2).\tag2$$

Each derivative acts on $f$ and brings down $2x_i$; the terms in which a derivative acts on a factor $x_i$ brought down earlier are traces of the coefficient tensor of $P$, and these vanish for a harmonic. For $x^2-y^2$ the terms $2f'$ from $\partial_x^2$ and $\partial_y^2$ cancel, leaving $4(x^2-y^2)f''$.

Conversely, suppose the $k=0$ term alone is correct for all $f$. Take $f=e^{su}$, so $f^{(m)}=s^me^{su}$. The remaining terms give $\sum_{k\ge1}2^{n-2k}s^{n-k}\Delta^kP/k!=0$ for all $s$. A polynomial in $s$ that vanishes identically has vanishing coefficients, and the coefficient of $s^{n-1}$ gives $\Delta P=0$. Harmonicity is thus necessary as well as sufficient.

For $f=u^{-1/2}$, $f^{(l)}=(-\tfrac12)(-\tfrac32)\cdots(-\tfrac{2l-1}2)\,u^{-l-1/2}=(-1)^l(2l-1)!!\,2^{-l}u^{-l-1/2}$, so for $r\neq0$

$$\mathcal Y_{lm}(\nabla)\frac1r=(-1)^l(2l-1)!!\,\frac{\mathcal Y_{lm}(\mathbf r)}{r^{2l+1}},$$

which is the potential of a point multipole, falling as $r^{-l-1}$.

### (c) Spherical Gaussians

Let $g_A=e^{-\alpha|\mathbf r-\mathbf A|^2}$ and $\chi_{lm}=N_l\,\mathcal Y_{lm}(\mathbf r-\mathbf A)\,g_A$. Obtain $\chi_{lm}$ from $g_A$ by differentiation with respect to $\mathbf A$, find $N_l$, and treat contracted and Cartesian functions.

**Solution.** On a function of $\mathbf r-\mathbf A$, $\nabla_A=-\nabla_r$, and homogeneity gives $\mathcal Y_{lm}(\nabla_A)=(-1)^l\mathcal Y_{lm}(\nabla_r)$. With $f=e^{-\alpha u}$, $f^{(l)}=(-\alpha)^lf$, and (2) gives $(-1)^l2^l(-\alpha)^l=(2\alpha)^l$. Therefore

$$\mathcal Y_{lm}(\mathbf r-\mathbf A)\,g_A=(2\alpha)^{-l}\,\mathcal Y_{lm}(\nabla_A)\,g_A.\tag3$$

The two signs cancel: shifting the centre towards $+z$ adds weight at positive $z$, as the $p_z$ function requires. For the norm, the angular integral is 1, and $q=2\alpha r^2$ gives $\int_0^\infty r^{2l+2}e^{-2\alpha r^2}dr=\Gamma(l+\frac32)/[2(2\alpha)^{l+3/2}]$, so

$$N_l^2=\frac{2(2\alpha)^{l+3/2}}{\Gamma(l+\frac32)} .$$

A contracted function $\sum_ic_i\mathcal Y_{lm}e^{-\alpha_ir^2}$ equals $\mathcal Y_{lm}(\nabla_A)\sum_ic_i(2\alpha_i)^{-l}e^{-\alpha_ir^2}$. The factor depends on the primitive and stays inside the sum, so the generating s function has coefficients $c_i(2\alpha_i)^{-l}$.

The monomials $x$, $xy$ and $xyz$ are harmonic and obey (3). A Cartesian monomial in which some coordinate appears to the second or a higher power is not harmonic, and the extra terms of (1) survive: $\partial_{A_x}^2g_A=(4\alpha^2x_A^2-2\alpha)g_A$ with $x_A=x-A_x$, which mixes in an s function. The six Cartesian d functions span the five spherical ones and $r^2e^{-\alpha r^2}$, because $x^2=(x^2-r^2/3)+r^2/3$ with a harmonic bracket, and likewise for $y^2$ and $z^2$. The extra function has $l=0$ and equals $-\partial g_A/\partial\alpha$; it is not of the form (3).

### (d) The potential of a spherical Gaussian charge

Find the energy $V$ of a unit charge at $\mathbf C$ in the field of the charge density (counted positive when it has the sign of the unit charge) $\rho=\mathcal Y_{lm}(\mathbf r-\mathbf P)e^{-p|\mathbf r-\mathbf P|^2}$, and its limits at small and large $R=|\mathbf C-\mathbf P|$.

**Solution.** Completing the square in the exponent gives, for any $a,b>0$,

$$\int e^{-a|\mathbf r-\mathbf A|^2-b|\mathbf r-\mathbf B|^2}d^3r=\Big(\frac\pi{a+b}\Big)^{3/2}e^{-\frac{ab}{a+b}|\mathbf A-\mathbf B|^2}.\tag4$$

Insert $1/|\mathbf r-\mathbf C|=(2/\sqrt\pi)\int_0^\infty e^{-\tau^2|\mathbf r-\mathbf C|^2}d\tau$ and use (4) with $a=p$, $b=\tau^2$. The substitution $v^2=\tau^2/(p+\tau^2)$ has $p+\tau^2=p/(1-v^2)$ and $d\tau=\sqrt p\,(1-v^2)^{-3/2}dv$, so that

$$\int_0^\infty\frac{e^{-pR^2\tau^2/(p+\tau^2)}}{(p+\tau^2)^{3/2}}\,d\tau=\frac1pF_0(pR^2),\qquad F_m(x)=\int_0^1v^{2m}e^{-xv^2}dv.\tag5$$

The s potential is then $(2/\sqrt\pi)\,\pi^{3/2}F_0/p=(2\pi/p)F_0(pR^2)$. Differentiation under the integral shows that the Boys functions obey $dF_m/dx=-F_{m+1}$, so the $l$-th $u$-derivative of $F_0(pu)$ is $(-p)^lF_l(pu)$. The Gaussian decay allows $\nabla_P$ to be taken outside the integral over $\mathbf r$. Equations (3) and (2), the latter in the variable $\mathbf P-\mathbf C$, give

$$V=e^2(2p)^{-l}\,2^l\,\mathcal Y_{lm}(\mathbf P-\mathbf C)\,\frac{2\pi}p(-p)^lF_l=e^2\,\frac{2\pi}p\,\mathcal Y_{lm}(\mathbf C-\mathbf P)\,F_l(pR^2),\tag6$$

where $(-1)^l$ has reversed the argument of the harmonic.

For $pR^2\ll1$, $F_l\to1/(2l+1)$ and $V$ is proportional to the solid harmonic itself. For $x=pR^2\gg1$, write $\int_0^1=\int_0^\infty-\int_1^\infty$. The first piece is $\Gamma(l+\frac12)/(2x^{l+1/2})$, and the second is $e^{-x}/2x$ at leading order, by one integration by parts. The first piece gives

$$V_\infty=e^2\,\frac{\pi\,\Gamma(l+\frac12)}{p^{\,l+3/2}}\,\frac{\mathcal Y_{lm}(\mathbf C-\mathbf P)}{R^{2l+1}}=e^2\frac{4\pi}{2l+1}\,Q\,\frac{\mathcal Y_{lm}}{R^{2l+1}},$$

with the multipole moment $Q=\int\rho\,\mathcal Y_{lm}\,d^3r=\Gamma(l+\frac32)/(2p^{l+3/2})$; the two forms agree because $\Gamma(l+\frac32)=(l+\frac12)\Gamma(l+\frac12)$. The discarded piece is positive, so $0<V/V_\infty<1$ at finite $R>0$ in every direction where $\mathcal Y_{lm}(\mathbf C-\mathbf P)\neq0$; in the nodal directions both $V$ and $V_\infty$ vanish.

### (e) Two-centre integrals

For $\mathcal Y_{lm}$ with exponent $\alpha$ at $\mathbf A$ and $\mathcal Y_{l'm'}$ with exponent $\beta$ at $\mathbf B$, derive the overlap $S$, the kinetic integral $T$, and the Coulomb integral $J$ between the two functions regarded as charge densities.

**Solution.** Put $\mathbf R=\mathbf A-\mathbf B$, $u=R^2$, $p=\alpha+\beta$, $\mu=\alpha\beta/p$, $n=l+l'$. The s–s overlap is (4): $f_S=(\pi/p)^{3/2}e^{-\mu u}$.

For the kinetic integral, $-\Delta_rg_B=-\Delta_Bg_B$, so $f_T=-\Delta_Rf_S=-(4uf_S''+6f_S')=(6\mu-4\mu^2u)f_S$. The Leibniz rule, with a linear first factor, gives $f_T^{(m)}=(-\mu)^m(6\mu-4\mu^2u)f_S+m(-4\mu^2)(-\mu)^{m-1}f_S$, that is

$$f_T^{(m)}=\mu\,(6+4m-4\mu u)\,f_S^{(m)},\qquad f_S^{(m)}=(-\mu)^mf_S .$$

For the Coulomb integral, represent $1/r_{12}$ as in (d). Integration over $\mathbf r_2$ by (4) gives $(\pi/(\beta+\tau^2))^{3/2}e^{-\gamma|\mathbf r_1-\mathbf B|^2}$ with $\gamma=\beta\tau^2/(\beta+\tau^2)$, and integration over $\mathbf r_1$ gives $(\pi/(\alpha+\gamma))^{3/2}e^{-\alpha\gamma u/(\alpha+\gamma)}$. Now $(\beta+\tau^2)(\alpha+\gamma)=\alpha\beta+p\tau^2=p(\mu+\tau^2)$, and so $\alpha\gamma/(\alpha+\gamma)=\mu\tau^2/(\mu+\tau^2)$. Equation (5) with $\mu$ in place of $p$ yields

$$f_J=e^2\frac2{\sqrt\pi}\,\frac{\pi^3}{p^{3/2}}\,\frac{F_0(\mu u)}\mu=e^2\frac{2\pi^{5/2}}{\alpha\beta\sqrt p}F_0(\mu u),\qquad \frac{d^m}{du^m}F_0(\mu u)=(-\mu)^mF_m(\mu u).$$

None of the three operators depends on $\mathbf A$ or $\mathbf B$, so (3) can be used on both functions outside the integral. With $\nabla_A=\nabla_R$ and $\nabla_B=-\nabla_R$ the operator is $(-1)^{l'}[\mathcal Y_{lm}\mathcal Y_{l'm'}](\nabla_R)$. The product of two harmonics $H,H'$ is in general not harmonic: $\Delta(HH')=H'\Delta H+2\nabla H\cdot\nabla H'+H\Delta H'=2\sum_i\partial_iH\,\partial_iH'$. A derivative of a harmonic polynomial is harmonic, so the step repeats:

$$\Delta^k(HH')=2^k\sum_{i_1\dots i_k}\partial_{i_1}\!\cdots\partial_{i_k}H\;\partial_{i_1}\!\cdots\partial_{i_k}H',\tag7$$

which vanishes once $k$ exceeds the smaller degree. Equation (1) gives, for normalised primitives,

$$I=\frac{(-1)^{l'}N_lN_{l'}}{(2\alpha)^l(2\beta)^{l'}}\sum_{k=0}^{\min(l,l')}\frac{2^{\,n-2k}}{k!}\,f^{(n-k)}(R^2)\,\Delta^k(\mathcal Y_{lm}\mathcal Y_{l'm'})(\mathbf R),\tag8$$

with $f=f_S$, $f_T$ or $f_J$. If one function is of s type, (8) has the single term of (2).

Equation (8) needs a kernel that depends on $\mathbf A$ and $\mathbf B$ only through $|\mathbf A-\mathbf B|^2$ while both centres are varied. For the attraction to a nucleus at $\mathbf C$, the product $g_Ag_B$ is a Gaussian at $\mathbf P=(\alpha\mathbf A+\beta\mathbf B)/p$, and the kernel, $-Ze^2\,e^{-\mu R^2}(2\pi/p)F_0(p|\mathbf P-\mathbf C|^2)$ for nuclear charge $Z$, depends on the centres also through $|\mathbf P-\mathbf C|$. Equation (3) still holds there, with $\mathbf C$ held fixed in the differentiations, but (8) does not apply in general. A nucleus at one of the two centres is no way around this: $\mathbf C$ may be set equal to $\mathbf B$ only after all derivatives with respect to $\mathbf B$ have been taken. If the function on $\mathbf B$ is of s type, there are none, and the single term of (2) is then correct for $\mathbf C=\mathbf B$.

### (f) Coincident centres

Evaluate (8) at $\mathbf R=0$, and find the kinetic energy of a normalised primitive.

**Solution.** The kernels are smooth at $u=0$, so (8) holds there. The polynomial $\Delta^k(\mathcal Y\mathcal Y')$ has degree $n-2k$ and vanishes at the origin unless $2k=l+l'$; with $k\le\min(l,l')$ this requires $k=l=l'$. Functions of different $l$ therefore do not couple.

Write $H=T_{i_1\dots i_l}x_{i_1}\cdots x_{i_l}$ with a symmetric tensor $T$. Then $\partial_{i_1}\cdots\partial_{i_l}H=l!\,T_{i_1\dots i_l}$ and $\langle H,H'\rangle=l!\,T\cdot T'$, so (7) gives $\Delta^l(HH')=2^l(l!)^2\,T\cdot T'=2^l\,l!\,\langle H,H'\rangle$. The pairing follows from (2) with $f=e^{-u/2}$, which reads $\mathcal Y(\nabla)f=(-1)^l\mathcal Yf$. Integrating by parts $l$ times,

$$\int\mathcal Y'\mathcal Y\,e^{-r^2/2}d^3r=(-1)^l\!\int\mathcal Y'\,\mathcal Y(\nabla)e^{-r^2/2}d^3r=(2\pi)^{3/2}\langle\mathcal Y,\mathcal Y'\rangle .$$

The left side is $\delta_{mm'}2^{l+1/2}\Gamma(l+\frac32)=\delta_{mm'}(2l+1)!!\sqrt{\pi/2}$, using $\Gamma(l+\frac32)=(2l+1)!!\sqrt\pi/2^{l+1}$. Hence $\langle\mathcal Y_{lm},\mathcal Y_{lm'}\rangle=\delta_{mm'}(2l+1)!!/4\pi$ and

$$\Delta^l(\mathcal Y_{lm}\mathcal Y_{lm'})=2^l\,l!\,\frac{(2l+1)!!}{4\pi}\,\delta_{mm'} .$$

For $\alpha=\beta$, $p=2\alpha$ and $\mu=\alpha/2$. The surviving term of the overlap is

$$\frac{(-1)^lN_l^2}{(2\alpha)^{2l}}\Big(-\frac\alpha2\Big)^l\Big(\frac\pi{2\alpha}\Big)^{3/2}2^l\,\frac{(2l+1)!!}{4\pi}=N_l^2\,\frac{(2l+1)!!\sqrt\pi}{2^{l+2}(2\alpha)^{l+3/2}}=1,$$

in agreement with (c). Since $S$ and $T$ share this single term with $m=l$, their ratio is $\mu(6+4l)$, and $\langle T\rangle=(2l+3)\alpha$ Ry.

### (g) Formaldehyde in the cc-pVDZ basis

Place C at the origin and O at $z=2.30$ bohr, with C–H distances of 2.10 bohr and O–C–H angles of $120^\circ$, a rounded and unoptimised geometry of roughly realistic size. The d exponents of the basis are $\alpha=0.5500$ bohr$^{-2}$ on C and $\beta=1.1850$ bohr$^{-2}$ on O. Evaluate $S$, $T$ and $J$ between the two $d_{z^2}$ functions, the potential (6) at O, and the kinetic energy of the restricted Hartree–Fock (RHF) state.

**Solution.** Here $p=1.7350$ and $\mu=0.375648$ bohr$^{-2}$, $u=5.29$ bohr$^2$, and $x=\mu u=1.987180$. The norms are $0.916567$ and $3.511854$ bohr$^{-7/2}$, the sign $(-1)^{l'}$ is $+1$, and the prefactor of (8) is

$$K=\frac{0.916567\times3.511854}{1.10^2\times2.37^2}=0.473607\ \text{bohr}.$$

With $X,Y,Z$ the components of $\mathbf R$, $\mathcal Y_{20}=\sqrt{5/16\pi}\,(2Z^2-X^2-Y^2)$. By (7), $\Delta\mathcal Y_{20}^2=2|\nabla\mathcal Y_{20}|^2=(5/8\pi)(4X^2+4Y^2+16Z^2)$, and one more Laplacian gives $(5/8\pi)\,48$. On the axis the three polynomials are $5u^2/4\pi=11.134520$ bohr$^4$, $10u/\pi=16.838593$ bohr$^2$ and $30/\pi=9.549297$, with weights $2^{4-2k}/k!=16,\ 4,\ \tfrac12$.

*Overlap.* $f_S=(\pi/1.7350)^{3/2}e^{-1.987180}=0.334006$ bohr$^3$, and multiplication by $(-\mu)^m$ gives the derivatives used below, in bohr$^{3-2m}$:

$$\begin{aligned}k=0:&\quad0.473607\times16\times0.006650901\times11.134520=0.561165\\k=1:&\quad0.473607\times4\times(-0.01770512)\times16.838593=-0.564785\\k=2:&\quad0.473607\times\tfrac12\times0.04713216\times9.549297=0.106580\end{aligned}$$

The sum is $S=0.102960$. The $k=0$ term, which is what (2) would give if it were applied to the product, is more than five times the true overlap. Collecting the terms algebraically,

$$S=\frac{K\mu^2f_S}\pi\,(20x^2-40x+15)=\frac{5K\mu^2f_S}\pi\,(2x-1)(2x-3),$$

so the overlap changes sign at $\mu R^2=\frac12$ and $\frac32$. The bond lies beyond the second zero, where the $k=0$ and $k=1$ terms are close in size because $20x^2=40x$ at $x=2$.

*Kinetic integral.* Each overlap term is multiplied by $\mu(6+4m-4x)$ with $m=4,3,2$, for example $0.375648\times(22-7.94872)\times0.561165=2.9620$. The terms are $2.962019$, $-2.132486$ and $0.242274$ Ry, so $T=1.071807$ Ry $=14.583$ eV. The one-centre value for the carbon function is $7\alpha=3.85$ Ry.

*Coulomb integral.* The Boys functions were evaluated from the incomplete gamma function, $F_m(x)=\gamma(m+\frac12,x)/(2x^{m+1/2})$, which follows from $q=xv^2$. They give $f_J^{(4)}=0.03731959$ Ry bohr$^{-2}$, $f_J^{(3)}=-0.1410174$ Ry and $f_J^{(2)}=0.6137302$ Ry bohr$^2$. The terms are $3.148813$, $-4.498388$ and $1.387834$, and $J=0.038259$ Ry bohr$^3$; the unit arises because normalised functions carry bohr$^{-3/2}$, not bohr$^{-3}$. The sum is about a hundred times smaller than the largest term. Inserting the definition of $F_m$,

$$J\propto20x^2F_4-40xF_3+15F_2=5\int_0^1v^4\,(2xv^2-1)(2xv^2-3)\,e^{-xv^2}dv .$$

The integrand is negative for $\frac12<xv^2<\frac32$ and positive outside. Two cancellations act at $x=1.987$. The three terms largely cancel inside the integrand for $v\gtrsim0.5$, where their sum stays below a fifth of the largest of them; at smaller $v$ the cancellation weakens (the ratio is $0.29$ at $v=0.4$ and $0.80$ at $v=0.2$), but there the factor $v^4$ keeps the integrand small, and the range $xv^2<\frac12$ contributes less than a hundredth of the largest of the three terms of $J$. As a result its positive ranges add up to only about a twentieth of the largest term. These positive ranges and the negative one then contribute about $5.8$ and $-4.8$ times the net value, because $J$ changes sign at $x\approx1.94$ ($R\approx2.27$ bohr), just short of the bond length. Further out the offset fades: at $x=4$ the largest term is only about three times the sum.

*Potential.* For the density $\mathcal Y_{20}e^{-\alpha r^2}$ on C, with amplitude one charge unit per bohr$^5$, $\mathcal Y_{20}=\sqrt{5/4\pi}\times5.29=3.336843$ bohr$^2$, $\alpha R^2=2.90950$ and $F_2=0.03110702$. Equation (6) gives

$$V=2\times\frac{2\pi}{0.55}\times3.336843\times0.03110702=2.37160\ \text{Ry}.$$

The point quadrupole, with $\Gamma(\frac52)=3\sqrt\pi/4$, gives $V_\infty=3.50948$ Ry, so $V/V_\infty=0.676$. The oxygen nucleus lies inside the density, and the point value exceeds $V$ by nearly half of $V$.

*Whole molecule.* Applying (8) to all pairs of primitives and contracting as in (c) gives the full matrices $S$ and $T$ over the 38 spherical functions. With the density matrix $D$ from a self-consistent RHF calculation in PySCF, $\mathrm{Tr}\,DS=16.0000$, the electron count $6+8+1+1$, and $\mathrm{Tr}\,DT=227.305$ Ry $=3092.6$ eV. The total energy is $-227.7490$ Ry. Its magnitude differs from the kinetic energy by $0.44$ Ry. The virial relation $T=-E$ requires stationarity of the energy under a uniform scaling of all coordinates, which fixed exponents at an unoptimised geometry do not enforce; this calculation does not separate the two contributions.

The Cartesian version of the basis has 40 functions, one $r^2e^{-\alpha r^2}$ being added for each of the d shells on C and O. Its space contains the spherical one, so the variational RHF minimum cannot be higher; it is $-227.7497$ Ry, lower by $0.000704$ Ry $=0.0096$ eV. Both energies omit electron correlation, relativistic effects and nuclear motion, and the digits shown belong to the cc-pVDZ basis, not to the Hartree–Fock limit. At the same geometry the total energy drops by about $0.07$ Ry in cc-pVTZ and $0.09$ Ry in cc-pVQZ, roughly a hundred times the gain from the two Cartesian functions. The kinetic energy shifts by up to $0.09$ Ry in either direction ($227.21$ Ry in aug-cc-pVDZ, $227.32$ Ry in cc-pVTZ, $227.38$ Ry in cc-pVQZ), and the gap between $|E|$ and $T$ lies between $0.44$ and $0.55$ Ry over these bases.
